Two-dimensional duality and the 45-degree response of symmetric conductor-dielectric mixtures, part 1

(Sections cited here and not found follow in the second part.)

FIRST HALF: FROM THE FIELD EQUATIONS TO THE DUALITY LAW

1. The physical situation

Consider a slab made of two kinds of columns, one conducting and one insulating. The columns run through the whole thickness, and an alternating electric field is applied parallel to the faces of the slab. Charge moves through the conducting regions and collects where they end. The field of this charge drives displacement current through the insulating regions. This is interfacial polarization.

If the conductor forms the connected background, the slab behaves at low frequency much like a resistor. If the insulator forms the background, it behaves much like a capacitor. Suppose now that neither material is favoured, and neither direction in the plane: the statistics of the pattern are unchanged when conductor and insulator are exchanged everywhere, and also when the pattern is turned by 90 degrees. What are the size and phase of the average current?

The pattern may be complicated, and we know its statistics only through these two symmetries. In two dimensions they are nevertheless enough, because a rotation by 90 degrees turns the field problem for one mixture into the field problem for the exchanged mixture.

2. Conventions and field equations

A physical field is the real part of E exp(iωt), with angular frequency ω > 0. The algebra is in atomic units. The vacuum permittivity is then 1/(4π), so a material of relative permittivity ε has

D = εE/(4π).

Let j = σE be the conduction current density and ρ the charge density. Charge conservation and Gauss's law read

div j + iωρ = 0,   div D = ρ.

Substituting the second equation into the first gives div(j + iωD) = 0. The total current density J = j + iωD, conduction plus displacement, therefore has no divergence:

div J = 0,   J = yE,   y = σ + iωε/(4π).   (1)

The complex number y is the admittivity. With the chosen time factor a resistor has phase 0 and a lossless capacitor has phase +90 degrees.

We assume that the magnetic induction inside the sample is too weak to affect the electric field. This is the quasi-static regime, in which

curl E = 0.   (2)

The slab is uniform along z and the field lies in the xy plane. The fields then depend on x and y alone, and the problem is two-dimensional. Each material is linear, local and isotropic, and has no Hall response, so y is an ordinary number in each material: y₁ in the first and y₂ in the second. The interfaces are perfect. The tangential part of E and the normal part of J are continuous there, which is what (2) and (1) mean at a jump of y.

The charge on an interface follows from the same equations. Let n point from material 1 to material 2. The normal current Jₙ is common to both sides, while Dₙ = εJₙ/(4πy) differs. The surface charge density is the jump of Dₙ:

ρₛ = (Jₙ/4π)(ε₂/y₂ − ε₁/y₁).

It vanishes when the two ratios ε/y agree. For a conductor next to a dielectric they differ, and charge collects at the boundary.

3. What the effective admittivity means

Take first a periodic pattern, with angle brackets for the average over one cell. Prescribe the mean field E₀ and write

E = E₀ − ∇φ,   φ periodic.

The gradient of a periodic function has zero average, so ⟨E⟩ = E₀. The equations are linear, so the mean current depends linearly on the mean field:

⟨J⟩ = Y⟨E⟩.   (3)

Here Y is a 2 × 2 complex matrix, the effective admittivity tensor. A random mixture is represented by a periodic cell that is made larger and larger. We assume that the mixture is ergodic, meaning that Y then tends to a fixed, non-random value at the given frequency.

Before (3) can be used, the solution must be unique. For passive materials the real and imaginary parts of y are not negative here. Write y = a + ib with a, b ≥ 0, not both zero. Then

Re(e^(−iπ/4) y) = (a + b)/√2 > 0.   (4)

Suppose that two solutions exist for the same E₀, and let their potentials differ by δ. The difference satisfies div(y∇δ) = 0. Multiply by the complex conjugate δ* and average over the cell. Integration by parts leaves no boundary term, because everything is periodic:

⟨y|∇δ|²⟩ = 0.

Multiply by e^(−iπ/4) and take the real part. By (4) the weight of |∇δ|² is positive everywhere, so ∇δ = 0 and the two fields agree. The same positivity, with y bounded, gives existence through the Lax–Milgram theorem. Neither material alone needs to have both a resistive and a capacitive part. A pure conductor has b = 0 and a lossless dielectric has a = 0, and both satisfy (4) when ω > 0. At ω = 0 the dielectric has y = 0 and the argument is lost. The direct-current limit therefore needs separate care.

4. An energy identity

Average the product E*·J, with E* = E₀* − ∇φ*:

⟨E*·J⟩ = E₀*·⟨J⟩ − ⟨∇φ*·J⟩.

For the last term use the product rule,

∇φ*·J = div(φ*J) − φ* div J.

The first term on the right averages to zero by periodicity, and the second is zero by (1). Hence

⟨y|E|²⟩ = E₀*·Y E₀.   (5)

The left side is an average of numbers in the first quadrant of the complex plane, with non-negative weights, so it also lies in the first quadrant. If the mixture is isotropic, Y is a single number yₑ times the unit matrix, and (5) becomes

yₑ|E₀|² = ⟨y|E|²⟩.   (6)

Thus yₑ lies in the first quadrant. This will settle a sign later.

Equation (5) also shows that Y has an inverse. If Y E₀ = 0, then ⟨y|E|²⟩ = 0. By (4) the field E vanishes everywhere, and so does its average E₀.

Finally, Y is symmetric. Let E₍₁₎ and E₍₂₎ be the solutions for two mean fields e₁ and e₂. The derivation of (5) works equally well without complex conjugation and gives

e₁·Y e₂ = ⟨E₍₁₎·yE₍₂₎⟩.

The right side is unchanged when the labels are exchanged because y is a scalar. Hence Yᵀ = Y.

5. Rotation exchanges the two field laws

Let R rotate a vector in the plane by 90 degrees counterclockwise:

R(vₓ, v_y) = (−v_y, vₓ).

In the plane, curl v = ∂ₓv_y − ∂_yvₓ. Direct substitution gives

curl(Rv) = ∂ₓvₓ + ∂_yv_y = div v,

div(Rv) = −∂ₓv_y + ∂_yvₓ = −curl v.

A rotated divergence-free field is curl-free, and a rotated curl-free field is divergence-free. Starting from a solution E, J, define

E′ = RJ,   J′ = y₁y₂ RE.   (7)

Then

curl E′ = div J = 0,

div J′ = −y₁y₂ curl E = 0.

The new pair satisfies the same two field laws. The names E′ and J′ refer to these laws and not to the units, which could be restored by a common constant factor. To find the material law, use E = J/y:

J′ = y₁y₂ R(J/y) = (y₁y₂/y) RJ = (y₁y₂/y) E′.   (8)

R may be moved past 1/y because y is a scalar at each point. In material 1 the factor in (8) is y₁y₂/y₁ = y₂. In material 2 it is y₁. The new fields therefore solve the problem in which the two materials have been exchanged and the geometry kept.

The boundary conditions are exchanged in the same way. The tangential component of RJ is, up to sign, the normal component of J, which is continuous. The normal component of RE is, up to sign, the tangential component of E, which is also continuous. No property of the interface shape has been used.

6. The relation between the two effective tensors

Average (7) and use (3):

⟨E′⟩ = R⟨J⟩ = RY⟨E⟩,

⟨J′⟩ = y₁y₂R⟨E⟩.

Since R and Y are invertible, the first line gives ⟨E⟩ = Y⁻¹R⁻¹⟨E′⟩. Insert this in the second, with R⁻¹ = Rᵀ. The effective tensor of the exchanged mixture is

Yₛ = y₁y₂ R Y⁻¹ Rᵀ.   (9)

Write matrices row by row, with rows separated by a semicolon:

Y = (a, b; c, d),   Δ = det Y = ad − bc,

Y⁻¹ = (1/Δ)(d, −b; −c, a),   R = (0, −1; 1, 0).

Here a, b, c, d are the four matrix elements. Multiplication from the left by R gives

R Y⁻¹ = (1/Δ)(c, −a; d, −b).

Multiplication from the right by Rᵀ = (0, 1; −1, 0) turns each row (u, v) into (−v, u). Therefore

R Y⁻¹ Rᵀ = (1/Δ)(a, c; b, d) = Yᵀ/det Y,

and so

Yₛ = y₁y₂ Yᵀ/det Y.   (10)

This holds for every periodic pattern under the stated field assumptions. It needs neither equal fractions nor any symmetry of the pattern.

Layers give a case that can be worked out separately. Let the two materials form layers of equal thickness. Along the layers the field is common and the currents average. Across the layers the current is common and the fields average:

Y∥ = (y₁ + y₂)/2,   Y⊥ = 2y₁y₂/(y₁ + y₂).

Their product is y₁y₂. Exchanging the materials shifts the layers without changing Y, and (10) with det Y = y₁y₂ indeed gives Yₛ = Y.

Relation (10) was also tested by solving the continuum equations for a periodic pattern of randomly chosen squares without exchange symmetry, with y₁ = 1 and y₂ = 0.5i. The original and the exchanged patterns were solved separately by linear finite elements. The difference between the two sides of (10), relative to the size of the predicted tensor, was 1.7%, 0.46% and 0.12% for 5, 10 and 20 mesh cells along the edge of each square. The discrepancy falls as the mesh is refined.

7. Exchange symmetry fixes the determinant

Now let the random mixture be statistically unchanged by the exchange. The area fractions must then be equal: if material 1 has fraction p, exchange gives it fraction 1 − p, so p = 1/2. Equal fractions are a consequence of the symmetry and do not replace it.

In the limit of a large sample the original and exchanged mixtures have the same effective tensor, because they have the same statistics and the limit is not random. Set Yₛ = Y in (10) and use Yᵀ = Y:

Y = (y₁y₂/det Y) Y.

Since Y is not zero,

det Y = y₁y₂.   (11)

This much holds without isotropy. The layers show what it leaves open: their two principal admittivities have the product y₁y₂ but can have very different phases.

8. Isotropy gives the geometric mean

If the statistics are also unchanged by a 90-degree rotation, then RYRᵀ = Y. Written out,

RYRᵀ = (d, −c; −b, a).

Equality with Y requires a = d and b = −c. Symmetry of Y requires b = c, so both vanish and Y = yₑ times the unit matrix. Its determinant is yₑ², and (11) becomes

yₑ² = y₁y₂.   (12)

Let φ₁ and φ₂ be the phases of y₁ and y₂, both between 0 and 90 degrees. The two roots of (12) have phases (φ₁ + φ₂)/2 and (φ₁ + φ₂)/2 + 180°. Equation (6) places yₑ in the first quadrant, which selects the first root:

yₑ = √(y₁y₂),   arg yₑ = (φ₁ + φ₂)/2.   (13)

A regular checkerboard is a simple example. Exchange amounts to shifting it by one square, and a quarter turn about the centre of a square leaves it unchanged. For y₁ = 1 and y₂ = 0.5i the formula gives modulus 0.7071 and phase 45 degrees. The finite-element solution gave 0.7080 and 45.01 degrees.

SECOND HALF: THE 45-DEGREE RESPONSE AND ITS LIMITS

9. Symbols and results carried forward

The admittivity is y = σ + iωε/(4π) in atomic units, with time factor exp(iωt). The materials have admittivities y₁ and y₂. The tensor Y relates mean current to mean field, and yₑ is its single value in an isotropic mixture. For any periodic planar pattern, exchange of the materials gives

Yₛ = y₁y₂ Yᵀ/det Y.   (10)

For a large, isotropic and exchange-symmetric mixture, yₑ = √(y₁y₂), and its phase is the mean of the two material phases. The energy identity is yₑ|E₀|² = ⟨y|E|²⟩, with E₀ the mean field.

10. Ideal conductor and lossless dielectric

Take a conductor whose displacement current can be ignored and a dielectric without loss:

y₁ = σ,   y₂ = iωε₂/(4π).

Their phases are 0 and 90 degrees. Since √i = e^(iπ/4) in the first quadrant, (13) gives

yₑ = √(σωε₂/4π) e^(iπ/4).   (14)

The phase is 45 degrees at every ω > 0, as long as σ and ε₂ are real and positive. What matters is that both are real at the frequency considered. In a hopping conductor whose conductivity rises with frequency, the conductivity also acquires an imaginary part, and the phase of the mixture then rises above 45 degrees. If σ and ε₂ are real constants, the modulus grows as ω^(1/2).

The real and imaginary parts of (14) are equal. Writing yₑ = σₑ + iωεₑ/(4π) therefore gives

σₑ = √(σωε₂/8π),

εₑ = 4πσₑ/ω = √(2πσε₂/ω).

As the frequency falls, the effective conductivity tends to zero while the effective permittivity grows without limit. For a random mixture both statements refer to an infinite sample: its size is taken to infinity first, and the frequency is lowered afterwards.

Real materials depart from the two ideal phases. Let the conductor have relative permittivity ε₁ and the dielectric a loss angle δ. Then

φ₁ = arctan[ωε₁/(4πσ)],   φ₂ = 90° − δ,

arg yₑ = 45° + φ₁/2 − δ/2.   (15)

The conductor's own displacement current raises the phase and dielectric loss lowers it. When both effects are small we recover 45 degrees. At frequencies high enough for displacement current to dominate in both materials, φ₁ approaches 90 degrees and the mixture approaches a capacitor.

11. Why equal fractions are not enough

Let equal discs sit on a square lattice and fill half the area. A quarter turn leaves this pattern unchanged, so Y is a single number, but exchange turns discs in a matrix into a different pattern. With y₁ = 1 and y₂ = 0.01i, insulating discs in a conductor gave a phase of 1.7 degrees. Conducting discs in an insulator gave 88.2 degrees. The connected material controls the response in this example.

Duality still relates the two. For isotropic patterns (10) reduces to

yₑ(original) yₑ(exchanged) = y₁y₂.   (16)

For ideal materials the two phases must therefore add to 90 degrees. The computed sum is 89.9 degrees, consistent with the finite mesh. The mesh shifts each phase by about 0.1 degree: for exact circles the values are 1.6 and 88.4 degrees.

The same relation applies to a family of isotropic mixtures in which exchange changes the conducting fraction from p to 1 − p:

yₑ(p) yₑ(1 − p) = y₁y₂.   (17)

For ideal materials the phases at p and 1 − p lie symmetrically about 45 degrees. Duality does not say how quickly the phase changes with p. That depends on the pattern.

We have shown that a large, isotropic and exchange-symmetric planar mixture of an ideal conductor and a lossless dielectric responds with a phase of 45 degrees at every ω > 0, and that equal fractions alone do not ensure this. It remains to see why the proof needs two dimensions, how finite random samples behave, and what a worked example shows about the fields and the effects that break the symmetry.
